# Hydrogen solubility in a donor-doped oxide: from square-root to fourth-root pressure dependence

## Two cases that can be seen through

An n-type oxide is held at temperature $T$ in hydrogen gas at pressure $p$. Hydrogen enters as protons, and each atom leaves its electron in the conduction band:

$$\tfrac12\,\mathrm{H_2}\;\rightleftharpoons\;\mathrm{H^+}+e^- .$$

Let $h$ be the proton density and $n$ the electron density. In an ideal gas the chemical potential of a molecule varies as $kT\ln p$, so one atom, half a molecule, brings $\tfrac12kT\ln p$. In a dilute solution a proton costs $kT\ln h$ and an electron $kT\ln n$, apart from constants.

Suppose first that donors supply practically all the electrons. Then $n$ is fixed, and balance requires $kT\ln h=\tfrac12kT\ln p+\text{const}$, so $h\propto p^{1/2}$. Now remove the donors. Every electron comes from hydrogen, $n=h$, and the cost is paid twice: $2kT\ln h=\tfrac12kT\ln p+\text{const}$, so $h\propto p^{1/4}$.

The square root comes from splitting the molecule. The second halving of the exponent comes from electrons that accumulate together with the protons.

With a fixed density $N$ of ionized donors, the oxide passes from the first case to the second as $p$ rises. The result derived below in two ways is

$$h=-\frac N2+\sqrt{\frac{N^2}{4}+K\sqrt p},\qquad \frac{d\ln h}{d\ln p}=\frac{1}{2(1+f)},\qquad f=\frac hn, \tag{1}$$

where $K$ depends on temperature and material, and $f$ is the share of electrons supplied by hydrogen. The passage is gradual. When hydrogen supplies half the electrons the exponent is $1/3$; the value $1/4$ is the limit $f\to1$, for nondegenerate electrons.

## First derivation: minimum of a free energy

Enclose oxide of volume $V_s$ and gas of volume $V_g$ in a rigid vessel at temperature $T$. Equilibrium is the minimum of the total Helmholtz free energy at fixed total hydrogen content.

**Gas.** A molecule of mass $M$ in a box of side $L$ has, along each axis, the levels $\pi^2\hbar^2j^2/(2ML^2)$. For a box much wider than the thermal wavelength the sum over $j$ becomes a Gaussian integral:

$$\sum_{j\ge1}e^{-\pi^2\hbar^2j^2/(2ML^2kT)}\simeq\frac12\sqrt{\frac{2ML^2kT}{\pi\hbar^2}}=\frac L\lambda,\qquad \lambda=\sqrt{\frac{2\pi\hbar^2}{MkT}} .$$

Three axes give $V_g/\lambda^3$. Rotation multiplies this by a sum in which even rotational levels carry one nuclear-spin state and odd levels three. Write that sum as $4Z_{\rm rot}$. Vibration is taken to stay in its ground state.

The factor 4 can be dropped. In $\tfrac12\mu_{\rm H_2}$ it contributes $-\tfrac12kT\ln4=-kT\ln2$, and the two spin states of a dissolved proton contribute the same $-kT\ln2$ on the other side of the balance. Both are omitted from here on.

For $G$ independent, identical molecules the partition function is $(V_gZ_{\rm rot}/\lambda^3)^G/G!$. With $\ln G!\simeq G\ln G-G$, density $g=G/V_g$ and $Q=Z_{\rm rot}/\lambda^3$,

$$F_{\rm gas}=V_g\,kT\,g\left[\ln\frac gQ-1\right].$$

**Protons.** Let there be $N_s$ equivalent sites per volume. The number of ways to occupy $V_sh$ of $V_sN_s$ sites is a binomial coefficient, and the same approximation for factorials gives

$$F_{\rm p}=V_skT\left[h\ln\frac h{N_s}+(N_s-h)\ln\left(1-\frac h{N_s}\right)\right].$$

Its derivative with respect to $h$ is $V_skT\ln[h/(N_s-h)]$, which is $V_skT\ln(h/N_s)$ for dilute protons.

**Electrons.** In a parabolic band of effective mass $m$ the states are counted as for the gas, with $m$ in place of $M$ and two spin directions. This gives $N_c=2/\lambda_e^3$, where $\lambda_e$ is the electron's thermal wavelength. If the electrons are nondegenerate ($n\ll N_c$),

$$F_e=V_skT\,n\left[\ln\frac n{N_c}-1\right].$$

**Energy.** Let $E_s$ be the energy needed to turn half a ground-state molecule into a proton in the oxide and an electron at the band edge, zero-point energies included. The dissolved hydrogen then contributes $V_shE_s$.

Two constraints connect the densities. Neutrality, with holes, neutral hydrogen and H⁻ ignored, is $n=h+N$, so $dn/dh=1$. Conservation of hydrogen is $V_sh+2V_gg=\text{const}$, so $dg/dh=-V_s/(2V_g)$. Differentiating the total and dividing by $V_skT$,

$$\frac{E_s}{kT}+\ln\frac h{N_s}+\ln\frac n{N_c}-\frac12\ln\frac gQ=0 . \tag{2}$$

The factor $\tfrac12$ is there because one dissolved atom removes half a molecule. The next derivative, $1/h+1/n+V_s/(4V_gg)$, is positive, so this is a minimum.

Since $p=gkT$, we have $g/Q=p/p_Q$ with $p_Q=kTZ_{\rm rot}/\lambda^3$. Exponentiating (2) gives

$$hn=K\sqrt p,\qquad K=\frac{N_sN_c}{\sqrt{p_Q}}\,e^{-E_s/kT}. \tag{3}$$

Neutrality turns this into $h^2+Nh-K\sqrt p=0$. The product of the roots is negative, so one root is positive, and it is the one in (1).

For the exponent, take logarithms, $\ln h+\ln(h+N)=\ln K+\tfrac12\ln p$, and differentiate. With $s=d\ln h/d\ln p$ and $dh=h\,s\,d\ln p$,

$$s+\frac hn\,s=\frac12\quad\Longrightarrow\quad s=\frac1{2(1+f)} .$$

This derivation can be checked without using (3). The free energy of a vessel with $V_g=100V_s$ was minimised numerically for eight hydrogen contents, with the parameters of the example below. The final pressures ran from below 0.01 to above 300 Torr. The proton density agreed with (1) to a relative $5\times10^{-6}$, and the exponent to $1.2\times10^{-4}$ in absolute value.

## Second derivation: one site and the Fermi level

Now consider a single proton site in contact with two reservoirs. The gas supplies hydrogen atoms at the chemical potential $\tfrac12\mu_{\rm H_2}=\tfrac12kT\ln(p/p_Q)$, measured from half a ground-state molecule. The conduction electrons form a reservoir at the Fermi level $E_F$. Measure it from the band edge $E_c$ by $\eta=(E_F-E_c)/kT$.

To fill the site, an atom is taken from the gas and its electron is given to the electron reservoir. The energy $E_s$ supposed that the electron went to the band edge; delivering it at the Fermi level instead adds $\eta kT$. Relative to an empty site, the filled one has the statistical weight

$$w=\exp\left[-\frac{E_s+\eta kT-\frac12kT\ln(p/p_Q)}{kT}\right].$$

The occupation is $w/(1+w)$, which is $w$ when protons are dilute. Hence

$$h=A\sqrt p\,e^{-\eta},\qquad A=\frac{N_s}{\sqrt{p_Q}}e^{-E_s/kT}. \tag{4}$$

At a fixed Fermi level the law is a square root at every pressure for which the sites stay dilute. Any departure from it must come from movement of the Fermi level.

That movement follows from neutrality, $n(\eta)=h+N$, where $n(\eta)$ may for the moment be any increasing function. Let the pressure change by $d\ln p$. Equation (4) gives $dh=h(\tfrac12d\ln p-d\eta)$. With $D=dn/d\eta$, neutrality gives $D\,d\eta=dh$. Therefore

$$(D+h)\,d\eta=\tfrac12h\,d\ln p,\qquad \frac{d\eta}{d\ln p}=\frac12\,\frac h{D+h},$$

$$\frac{d\ln h}{d\ln p}=\frac12-\frac{d\eta}{d\ln p}=\frac12\,\frac D{D+h}. \tag{5}$$

Dissolved hydrogen raises the Fermi level, and the higher level makes the next proton more costly. Donors weaken this feedback, because the same added electrons are then a smaller fraction of the total and shift $\eta$ less.

For nondegenerate electrons $n=N_ce^\eta$, so $D=n$, and (5) becomes $\tfrac12n/(n+h)=1/[2(1+f)]$. Putting $e^{-\eta}=N_c/n$ into (4) gives $hn=AN_c\sqrt p$. Since $AN_c=K$, this is (3), and with neutrality it gives the same root $h$.

## What each derivation assumes

Both assume equilibrium, an ideal gas, dilute and non-interacting protons, local neutrality and a donor density that ignores the gas. They differ in what must be known about electrons and sites.

The first derivation uses an explicit free energy for every component. It assumed nondegenerate electrons from the start, and in return it shows that the solution is a minimum and treats a vessel whose gas is depleted by the oxide. The pressure in (1) is then the final one.

The second treats gas and electrons as reservoirs and needs only the function $n(\eta)$. Equation (5) therefore also holds for degenerate electrons, or with electrons in localized states, provided that $n$ includes all of them.

The second also shows what happens when sites differ in energy, as they do in an amorphous solid. Each site $i$ has its own weight $w_i$, and $h$ is the sum of the $w_i$ per volume. As long as every $w_i\ll1$, the factor $e^{-E_s/kT}$ is replaced by its average over sites. This changes $K$ but not the pressure law. If a group of deep sites fills, the law fails for those sites. In the example below, a Gaussian spread of site energies with the dilute $K$ held fixed changes $h$ at 760 Torr by less than 1% for a standard deviation up to 0.15 eV, but lowers it by 10% at 0.20 eV and by 34% at 0.25 eV.

## Limits and width of the crossover

For $h\ll N$, $n\simeq N$ and $h\simeq K\sqrt p/N$. By (3) this approximation exceeds the full $h$ by the factor $n/N$. For $h\gg N$, $n\simeq h$ and $h\simeq\sqrt K\,p^{1/4}$, too large by $\sqrt{n/h}=1/\sqrt f$. The two laws meet where $K\sqrt p=N^2$, that is at

$$p^*=\frac{N^4}{K^2}.$$

There $(h/N)^2+h/N=1$, so $h=0.618N$ and the exponent is 0.362.

To find the pressure at a given share $f$, use $n-h=N$, which gives $n=N/(1-f)$ and $h=fN/(1-f)$. Then $K\sqrt p=hn=N^2f/(1-f)^2$. Dividing by $N^2=K\sqrt{p^*}$ and squaring,

$$\frac p{p^*}=\frac{f^2}{(1-f)^4}. \tag{6}$$

Equal supply, $f=\tfrac12$, occurs at $4p^*$. The exponent falls by 0.25 in all. It has made 10% of this change when it is 0.475, where $f=1/(2\times0.475)-1=0.053$, and 90% when it is 0.275, where $f=1/(2\times0.275)-1=0.818$. Equation (6) puts these points at $0.0034\,p^*$ and $613\,p^*$. The middle 80% of the change thus takes 5.25 decades of pressure, whatever $N$ and $K$ are within this model.

An experiment that measures $n$ rather than $h$ sees another exponent. Since $dn=dh$,

$$\frac{d\ln n}{d\ln p}=f\,\frac{d\ln h}{d\ln p}=\frac f{2(1+f)},$$

which rises from 0 to $1/4$. The two measurements approach the same limit from opposite sides.

If the fixed charge is a net acceptor density $N_A$ instead, $n=h-N_A$. The exponent is still $\tfrac12n/(n+h)$, but at low pressure $h$ tends to $N_A$ and $n$ becomes small, so the exponent starts near 0 and rises towards $1/4$. The square-root regime is then absent from $h$; it appears in the electrons instead, since $n=K\sqrt p/h\simeq K\sqrt p/N_A$ at low pressure. This holds while holes remain negligible.

## Example: an oxide film at 600 K

Take a 200 nm film in the regime of amorphous indium-gallium-zinc oxide, annealed in hydrogen at 600 K, where $kT=0.0517$ eV. The model has $N=10^{17}$ cm⁻³, $N_s=5\times10^{22}$ cm⁻³ and $E_s=0.40$ eV. The effective mass of 0.34 electron masses and the relative permittivity of 10 are rough typical values; $E_s$ is a model choice.

These inputs give $N_c=1.41\times10^{19}$ cm⁻³. Treating H₂ as a rigid rotor of bond length 0.74 Å gives $p_Q=1.76\times10^9$ Torr; spectroscopic rotational levels give $1.83\times10^9$ Torr, which lowers $K$ by 2% and raises $p^*$ and the pressure of equal supply by 4%. The rigid-rotor value is used below. Equation (3) then reads

$$K=\frac{(5\times10^{22})(1.41\times10^{19})}{\sqrt{1.76\times10^9}}\,e^{-0.40/0.0517}=7.3\times10^{33}\ \mathrm{cm^{-6}\,Torr^{-1/2}},$$

and $p^*=10^{68}/(7.32\times10^{33})^2=1.9$ Torr, or about 250 Pa. Equal supply occurs at 7.5 Torr.

At 10 Torr, $K\sqrt p=2.32\times10^{34}$ cm⁻⁶. Adding $N^2/4=0.25\times10^{34}$ cm⁻⁶ and taking the root gives $1.60\times10^{17}$ cm⁻³, and subtracting $N/2$ leaves $h=1.10\times10^{17}$ cm⁻³. Other pressures give:

| $p$ (Torr) | $h$ (cm⁻³) | $f$ | exponent |
|---|---|---|---|
| 0.001 | $2.3\times10^{15}$ | 0.02 | 0.489 |
| 0.1 | $1.9\times10^{16}$ | 0.16 | 0.430 |
| 1 | $4.9\times10^{16}$ | 0.33 | 0.376 |
| 10 | $1.1\times10^{17}$ | 0.52 | 0.328 |
| 760 | $4.0\times10^{17}$ | 0.80 | 0.278 |

Even at 760 Torr, where hydrogen supplies 80% of the electrons, the fourth-root law is not fully reached: it overestimates $h$ by 12%. At 0.001 Torr the square-root law overestimates it by 2%.

## How far the neglected effects move the numbers

**Electron states.** At 760 Torr, Fermi–Dirac statistics lower $h$ by 0.7%. Amorphous oxides also have localized states below the band edge. Take a tail density $g_0e^{-\varepsilon/u}$ at depth $\varepsilon$, with $g_0=10^{20}$ cm⁻³ eV⁻¹ and $u=20$ meV. While these states are sparsely filled they hold

$$\int_0^\infty g_0e^{-\varepsilon/u}\,e^{\eta+\varepsilon/kT}\,d\varepsilon=\frac{g_0\,e^\eta}{1/u-1/kT}\qquad(u<kT),$$

which is 0.23 of the band electrons. Both populations vary as $e^\eta$, so the tail rescales $N_c$ and leaves the form of the law intact, while equal supply moves from 7.5 to about 5 Torr. With full statistics and the tail together, $h$ at 760 Torr rises by 11% and the exponent is 0.273.

**Attraction between charges.** A mobile charge $e$ attracts a screening cloud. In the linear approximation its potential is $e\,e^{-\kappa r}/(4\pi\epsilon r)$, where $\epsilon$ is the permittivity and $\kappa^2=e^2(n+h)/(\epsilon kT)$ counts the mobile charges. Subtracting the bare potential and letting $r\to0$ leaves the cloud's part, $-e\kappa/(4\pi\epsilon)$. Building up the charge gradually gives half the product with $e$, an energy of $-e^2\kappa/(8\pi\epsilon)$.

At 760 Torr, with the uncorrected densities, this is $0.25\,kT$ for each proton and each electron (about $0.29\,kT$ at the self-consistent densities). It favours dissolution, so $K$ in (3) is multiplied by the exponential of twice the shift in units of $kT$. Solved self-consistently, $h$ rises by 37% and the exponent becomes 0.316 instead of 0.278. This is the largest of the corrections to $h$ computed here at 760 Torr, and at this pressure it moves the exponent further from $1/4$.

It remains an estimate of size. The screening length is 5.6 nm, while the electron wavelength $\lambda_e=(2/N_c)^{1/3}$ is 5.2 nm, so a classical cloud is doubtful, and a sphere of radius 5.6 nm holds only about 0.7 mobile charges, so the linear approximation is strained. The interaction of fixed donors with the mobile clouds is also left out.

**Bound electrons.** The electron–proton part of this interaction can also be viewed as binding. A hydrogen-like level lies $E_b=46$ meV below the band edge. With two spin states, the ratio of neutral hydrogen to protons is $2e^{\eta+E_b/kT}=2(n/N_c)e^{E_b/kT}$, or 0.06 at $p^*$ and 0.17 at 760 Torr. These figures use the unscreened level; a screening length of 5.6 nm reduces the binding to about 25 meV. The unscreened level would also neutralise about 15% of singly charged donors at 760 Torr, and since neutral hydrogen follows $p^{1/2}$, the exponent of the total dissolved hydrogen there would be 0.31. This must not simply be added to the screening correction, because the two overlap in part: about half of each cloud is opposite charge drawn in, and the rest is like charge pushed away. Replacing $e^{x}$, with $x=E_b/kT$, by the Planck–Larkin sum $\sum_{j\ge1}j^2(e^{x/j^2}-1-x/j^2)$, which drops the lowest-order terms, lowers the ratio at 760 Torr from 0.17 to 0.06.

**Position of the crossover.** Because $p^*=N^4/K^2$, its value is much less certain than the form of the law. Raising $E_s$ by 0.05 eV multiplies $p^*$ by 6.9. Thermal excitation of two assumed proton bending modes of 0.10 eV multiplies $K$ by 1.37 and $p^*$ by 0.54. Doubling $N$ multiplies $p^*$ by 16; at fixed pressure it halves $h$ at 0.001 Torr but lowers it by only 10% at 760 Torr.

## Reading a real film

Annealing near 600 K and an electron density around $10^{17}$ cm⁻³ are, roughly, realistic for this oxide family. One assumption open to doubt in a real film is the fixed donor density, because hydrogen can also remove oxygen and create donors. Let $N$ vary locally as $p^\nu$. Differentiating $\ln h+\ln(h+N)=\ln K+\tfrac12\ln p$ now gives

$$s+\frac{hs+N\nu}{n}=\frac12\quad\Longrightarrow\quad s=\frac{n/2-\nu N}{n+h}.$$

When $h\ll N$ this is $\tfrac12-\nu$. With $\nu=\tfrac14$, a value chosen for illustration, a fourth-root law appears although hydrogen supplies few of the electrons directly. Oxygen removal in equilibrium at fixed water pressure would give $\nu=\tfrac13$ for doubly charged vacancies and $\nu=\tfrac12$ for singly charged ones, so $s=\tfrac16$ or $0$, once the vacancies supply nearly all the electrons. On top of a fixed donor density $\nu$ rises from 0 towards these values, and it passes $\tfrac14$ when doubly charged vacancies supply half of the electrons. An exponent of $1/4$ is therefore evidence for electrons from dissolved hydrogen only if the donor background is known to be fixed. Conversely, hydrogen can supply every electron without the exponent being $1/4$: in a degenerate film at 600 K, (5) with a parabolic band gives 0.22 at $n=10^{19}$ cm⁻³ and 0.12 at $10^{20}$ cm⁻³.

The longest screening length, at 0.001 Torr, is 17 nm, against a thickness of 200 nm, so the interior of the film is neutral. The film average follows (1) only if the surface band bending is of order $kT$ or less, because by (4) protons respond to it exponentially. A fixed upward bend of 0.2 eV at one face raises the average $h$ by a factor 2.8 at 0.001 Torr; at 760 Torr it raises it by a factor 1.35 and lowers the exponent to 0.24.

Cooling matters too. At 300 K and 760 Torr the equilibrium proton density would be $1.0\times10^{15}$ cm⁻³, about 400 times less than at 600 K. With the band tail used above, which at 300 K holds more electrons than the band, the values are $2.3\times10^{15}$ cm⁻³ and about 200 times; the cooling figures below omit the tail. For an assumed diffusion barrier of 0.80 eV and prefactor of $10^{-3}$ cm²/s, the time $L^2/D$ for film thickness $L$ and diffusivity $D$ is 2 s at 600 K and $1.1\times10^7$ s, about four months, at 300 K. Take one open face that stays in equilibrium with hydrogen at 760 Torr and a linear ramp from 600 to 300 K. Electrons follow the protons to keep neutrality, which multiplies $D$ by $1+f$. The film keeps 95% of its protons for a ramp of 0.2 s, 84% for 2 s, 55% for 20 s and 13% for one hour. The exponent stays near 0.28 up to 2 s and reaches about 0.345 for one hour, when it belongs to no single temperature. In a real film slow surface desorption can delay the loss, and a measured hydrogen content also includes neutral hydrogen and hydrogen built in during growth, which this model omits. The numerical output lists the model parameters used here.

## Computed values

```
T = 600 K, kT = 0.05170 eV, film 200 nm
donors N = 1.0e+17 cm^-3, proton sites = 5.0e+22 cm^-3
solution energy = 0.40 eV, electron mass = 0.34 m_e
permittivity = 10, H2 bond length = 0.74 angstrom
H2 thermal wavelength = 0.05020 nm
H2 rotational sum / 4 = 3.5848
band density N_c = 1.4071e+19 cm^-3
gas quantum pressure p_Q = 1.7605e+09 Torr
solubility constant K = 7.3220e+33 cm^-6 Torr^-1/2
asymptotes meet at p* = 1.8653 Torr = 248.7 Pa
h/N at p* = 0.6180
exponent at p* = 0.3618
equal supply (h = N) at 4p* = 7.4610 Torr
h/N there = 1.0000, exponent = 0.3333
p (Torr) | h (cm^-3) | n (cm^-3) | f | exponent
   0.001 | 2.264e+15 | 1.023e+17 | 0.0221 | 0.4892
   0.010 | 6.852e+15 | 1.069e+17 | 0.0641 | 0.4699
   0.100 | 1.939e+16 | 1.194e+17 | 0.1624 | 0.4301
   1.000 | 4.911e+16 | 1.491e+17 | 0.3293 | 0.3761
  10.000 | 1.102e+17 | 2.102e+17 | 0.5242 | 0.3280
 100.000 | 2.252e+17 | 3.252e+17 | 0.6925 | 0.2954
 760.000 | 4.021e+17 | 5.021e+17 | 0.8008 | 0.2777
square-root law / full h at 0.001 Torr = 1.0226
fourth-root law / full h at 760 Torr = 1.1175
exponent 0.475 at 6.414e-03 Torr, 0.275 at 1.143e+03 Torr
width of crossover = 5.251 decades
vessel test: worst relative error of h = 4.8e-06
vessel test: worst error of exponent = 1.2e-04
Neglected effects (h ratio = corrected / model, at 760 Torr)
Fermi statistics: h ratio 0.9931, exponent 0.2763
Fermi + band tail: h ratio 1.1084, exponent 0.2726
screening: h ratio 1.3672, exponent 0.3155
tail: 1e+20 cm^-3 eV^-1, width 20 meV
tail / band electrons, nondegenerate = 0.2318
screening length at 760 Torr = 5.62 nm
screening shift at 760 Torr = 0.2477 kT
hydrogenic binding = 46.3 meV
neutral H / H+ = 0.0563 at p*, 0.1746 at 760 Torr
two bends of 0.10 eV: K times 1.367, p* times 0.536
holes at 0.001 Torr (gap 3.0 eV, mass 3.0) = 3.2e-03 cm^-3
screening length at 0.001 Torr = 16.5 nm
N doubled: h times 0.508 at 0.001 Torr, 0.896 at 760 Torr
solution energy + 0.05 eV: p* times 6.92
equilibrium h at 300 K, 760 Torr = 1.013e+15 cm^-3
n/N_c at 300 K with 600 K protons kept = 0.101
diffusion: prefactor 1e-03 cm^2/s, barrier 0.80 eV
diffusion time: 2.10 s at 600 K, 1.10e+07 s at 300 K
```
